# The Bloch-Floquet Transform: Unitarity and Fibres of Translation-Invariant Operators

A certain integral operator $A$ on the line commutes with translation by $a=2$ bohr. With input and output both confined to the 10, 20 and 40 neighbouring cells that start at $x=0$, it has norms 2.2917, 2.3249 and 2.3342 per hartree. These numbers creep up towards 2.33745 per hartree, which is the largest eigenvalue of a problem posed on one cell. The distance left falls from 0.012549 to 0.003280 between 20 and 40 cells, a factor of 3.83. The theorem below reduces the norm on the whole line to norms on one cell, one for each wave number $k$. Because the kernel of $A$ is non-negative and its blocks vary continuously with $k$, the block at $k=0$ gives the largest. The example also bounds the rate of approach.

## Setting and theorem

Let $\Gamma\subset\mathbb R^d$ be a lattice with half-open unit cell $C$, and let $B$ be a half-open cell of the reciprocal lattice $\Gamma^*$, whose vectors $G$ satisfy $e^{iG\cdot R}=1$ for $R\in\Gamma$. Inner products are linear in the second entry. Write
$$\langle F\rangle_B=\frac1{|B|}\int_B F(k)\,dk .$$
With this measure the functions $e^{-ik\cdot R}$, $R\in\Gamma$, form an orthonormal basis of $L^2(B)$. This is the completeness of Fourier series, which is assumed.

For each $k$ let $\mathcal H_k$ be the space of locally square-integrable $u$ with $u(x+R)=e^{ik\cdot R}u(x)$, with inner product $\int_C\bar u v\,dx$. A function on $C$ has one quasi-periodic extension, so restriction to $C$ identifies $\mathcal H_k$ with $L^2(C)$. The direct integral of the $\mathcal H_k$ thereby becomes $\mathcal H=L^2(B;L^2(C))$, with $\|u\|^2=\langle\|u(k)\|^2\rangle_B$.

For $f\in L^2(\mathbb R^d)$ of bounded support, define by a finite sum
$$(Zf)(k,x)=\sum_{R\in\Gamma}e^{-ik\cdot R}f(x+R).\tag{1}$$
Let $(T_Rf)(x)=f(x-R)$.

**Theorem.**

1. $Z$ extends to a unitary map from $L^2(\mathbb R^d)$ onto $\mathcal H$.
2. A bounded operator $A$ commutes with every $T_R$ if and only if there is a measurable, essentially bounded family of operators $A(k)$ with $(ZAf)(k)=A(k)(Zf)(k)$ for almost every $k$. The family is unique up to a null set of $k$, and $\|A\|=\operatorname{ess\,sup}_k\|A(k)\|$.

"Block-diagonal" thus means diagonal in the continuous label $k$. Each block still acts on the infinite-dimensional space $L^2(C)$ and need not itself be diagonal.

## Proof of unitarity

Quasi-periodicity follows by relabelling the sum:
$$(Zf)(k,x+S)=e^{ik\cdot S}\sum_R e^{-ik\cdot(R+S)}f(x+R+S)=e^{ik\cdot S}(Zf)(k,x).$$
Since $e^{-iG\cdot R}=1$, $Zf$ is also periodic in $k$.

At fixed $x$, (1) is a Fourier series in $k$ with coefficients $f(x+R)$. Parseval's identity and the tiling of space by cells give
$$\int_C\langle|(Zf)(k,x)|^2\rangle_B\,dx=\int_C\sum_R|f(x+R)|^2dx=\int_{\mathbb R^d}|f|^2dx.\tag{2}$$
So $Z$ is isometric on a dense set and extends to an isometry on $L^2(\mathbb R^d)$.

For surjectivity take $u\in\mathcal H$. By Fubini, $u(\cdot,x)\in L^2(B)$ for almost every $x\in C$. Define
$$f(x+R)=\langle e^{ik\cdot R}u(k,x)\rangle_B,\qquad x\in C.\tag{3}$$
Parseval gives $\|f\|=\|u\|$, so $f\in L^2$. Let $f_n$ be $f$ cut off to the cells with $|R|\le n$. Then $Zf_n$ is a partial Fourier sum of $u$, and
$$\|Zf_n-u\|^2=\int_C\sum_{|R|>n}|f(x+R)|^2dx\to0 .$$
Also $Zf_n\to Zf$, because $f_n\to f$ and $Z$ is continuous. Hence $Zf=u$, and (3) is the inverse transform. $\square$

## Proof of the block form

**Translations become phases.** With $S'=S-R$,
$$(ZT_Rf)(k,x)=\sum_S e^{-ik\cdot S}f(x+S-R)=e^{-ik\cdot R}\sum_{S'}e^{-ik\cdot S'}f(x+S')=e^{-ik\cdot R}(Zf)(k,x).\tag{4}$$

**Lemma.** If $A$ commutes with all $T_R$, then $\hat A=ZAZ^{-1}$ commutes with multiplication $M_m$ by every bounded measurable $m(k)$.

*Proof.* By (4) and linearity this holds for trigonometric polynomials. For general $m$, let $p_n$ be its Fejér means. The Fejér kernel is non-negative with average one, so $|p_n|\le\|m\|_\infty$. Moreover $p_n\to m$ in $L^2(B)$, hence almost everywhere along a subsequence. For $\varphi\in\mathcal H$ the integrand $|p_n-m|^2\|\varphi(k)\|^2$ is at most $4\|m\|_\infty^2\|\varphi(k)\|^2$, so dominated convergence gives $M_{p_n}\varphi\to M_m\varphi$. The same holds for $\hat A\varphi$, and therefore
$$\hat AM_m\varphi=\lim\hat AM_{p_n}\varphi=\lim M_{p_n}\hat A\varphi=M_m\hat A\varphi.\quad\square$$

**Construction of $A(k)$.** Let $e_1,e_2,\dots$ be an orthonormal basis of $L^2(C)$. Choose representatives of $a_n=\hat A(1\otimes e_n)$, where $(m\otimes v)(k)=m(k)v$. For a finite sum $v=\sum c_ne_n$ with complex-rational $c_n$, put $a_v(k)=\sum c_na_n(k)$. The lemma gives $\hat A(m\otimes v)=M_ma_v$, so
$$\langle|m|^2\|a_v(k)\|^2\rangle_B\le\|A\|^2\|v\|^2\langle|m|^2\rangle_B.$$
Let $m$ be the indicator of the set where $\|a_v(k)\|>\|A\|\|v\|$. If that set had positive measure, the inequality would fail. Hence $\|a_v(k)\|\le\|A\|\|v\|$ for almost every $k$.

There are countably many such $v$, so one null set serves for all of them. Outside it, $v\mapsto a_v(k)$ is linear over the complex rationals and bounded by $\|A\|$. It extends by continuity to a linear operator $A(k)$ with $\|A(k)\|\le\|A\|$. On the null set put $A(k)=0$. The matrix elements $\langle e_m,A(k)e_n\rangle$ are measurable, and so is $A(k)\varphi(k)$.

The map $\varphi(k)\mapsto A(k)\varphi(k)$ is bounded and agrees with $\hat A$ on finite sums of $m\otimes e_n$ with $m$ bounded. These are dense in $\mathcal H$, so the two operators are equal.

**Remaining claims.** The construction gave $\operatorname{ess\,sup}\|A(k)\|\le\|A\|$. The reverse inequality follows from
$$\|\hat A\varphi\|^2=\langle\|A(k)\varphi(k)\|^2\rangle_B\le(\operatorname{ess\,sup}\|A(k)\|)^2\|\varphi\|^2.$$
Two families representing $A$ agree on each $e_n$ for almost every $k$, hence agree almost everywhere. Conversely, a linear $A(k)$ commutes with the number $e^{-ik\cdot R}$, so by (4) any such family defines an operator commuting with $T_R$. $\square$

Products have fibres $A(k)B(k)$. Moving $A(k)$ across the inner product at each $k$ shows that $A^*$ has fibres $A(k)^*$. A unitary $A$ therefore has unitary fibres almost everywhere.

## Where the hypotheses matter

**A non-periodic multiplier.** Since $e^{-ik\cdot R}e^{iq\cdot(x+R)}=e^{iq\cdot x}e^{-i(k-q)\cdot R}$,
$$Z[\cos(q\cdot x)f](k,x)=\tfrac12e^{iq\cdot x}(Zf)(k-q,x)+\tfrac12e^{-iq\cdot x}(Zf)(k+q,x).$$
The multiplier couples $k$ to $k\pm q$. If $q\in\Gamma^*$, periodicity in $k$ brings both terms back to the same fibre, as it must for a periodic multiplier.

**A discontinuous fibre.** In one dimension take $A(k)=\operatorname{sign}(k)$ on $-\pi/a\le k<\pi/a$. Writing $\operatorname{sign}(k)=\sum_nc_ne^{-ikna}$ and $\theta=ka$,
$$c_n=\frac1{2\pi}\int_{-\pi}^{\pi}\operatorname{sign}(\theta)e^{in\theta}d\theta=\frac i\pi\int_0^\pi\sin n\theta\,d\theta=\frac{i[1-(-1)^n]}{\pi n},$$
with $c_0=0$. So $c_n=2i/(\pi n)$ for odd $n$ and zero for even $n$. The theorem gives norm one, and the matrix $c_{m-n}$ on 400 cells has norm 1.00000000 to the digits computed. Yet $\sum|c_n|$ diverges: it is 4.6230 for $|n|<400$ and 7.5548 for $|n|<40000$. The rise of 2.932 agrees with $(2/\pi)\ln100$, as expected from a sum of $4/(\pi n)$ over odd positive $n$. Boundedness of $A$ thus guarantees neither an absolutely summable hopping series nor continuity in $k$.

**Unbounded Hamiltonians.** Let $H$ be self-adjoint, with each $T_R$ preserving its domain and commuting with $H$ there. Then
$$U=(H+i)(H-i)^{-1}=1+2i(H-i)^{-1}$$
is unitary, commutes with $T_R$, and has unitary fibres $U(k)$. To recover $H(k)$ we need $U(k)-1$ injective.

Let $M_N=N^{-1}\sum_{n=0}^{N-1}U^n$. On the range of $1-U$ the sum telescopes: $M_N(1-U)g=(g-U^Ng)/N\to0$. This range is dense, since its orthogonal complement is $\ker(1-U^*)=\ker(1-U)=\{0\}$. As $\|M_N\|\le1$, $M_N\to0$ strongly. In a fibre the same telescoping shows that $M_N(k)$ tends strongly to the projection $P(k)$ onto $\ker(U(k)-1)$. Dominated convergence then gives
$$\langle\|P(k)e_n\|^2\rangle_B=\lim_N\langle\|M_N(k)e_n\|^2\rangle_B=0$$
for every $n$. So $P(k)=0$ almost everywhere, and
$$H(k)=i(U(k)+1)(U(k)-1)^{-1}$$
is self-adjoint on the range of $U(k)-1$. If $f=(H-i)^{-1}g$, then $(Zf)(k)=(H(k)-i)^{-1}(Zg)(k)$. Consequently $Z(Hf)=Z(g+if)$ has fibres $H(k)(Zf)(k)$.

## Integral operators

Let $A$ have a kernel with $K(x+R,y+R)=K(x,y)$, and let $\int|K|\,dy$ and $\int|K|\,dx$ be bounded uniformly in the other variable. Schur's estimate makes $A$ bounded. For $f$ of bounded support, $\iint|K(x,y)f(y)|\,dy\,dx$ is finite, so the sums may be rearranged:
$$(ZAf)(k,x)=\sum_{S,R}e^{-ik\cdot S}\int_CK(x+S,y+R)f(y+R)\,dy.$$
Translation invariance replaces the kernel by $K(x,y+R-S)$. With $P=R-S$, $e^{-ik\cdot S}=e^{-ik\cdot R}e^{ik\cdot P}$, and
$$K_k(x,y)=\sum_Pe^{ik\cdot P}K(x,y+P)\tag{5}$$
is the kernel of $A(k)$. Density extends the result to all $f$.

If $K\ge0$, then $|K_k|\le K_0$, so
$$|\langle u,A(k)v\rangle|\le\langle|u|,A(0)|v|\rangle\le\|A(0)\|\|u\|\|v\|.$$
Thus $\|A(k)\|\le\|A(0)\|$. A single $k$ does not affect an essential supremum, but if $A(k)$ is norm-continuous at $k=0$, then $\|A\|=\|A(0)\|$.

## A worked operator

Take the model, in atomic units,
$$A=w\left(-\tfrac12\frac{d^2}{dx^2}+\frac{\kappa^2}2\right)^{-1}w,\qquad w(x)=1+b\cos\frac{2\pi x}a,$$
with $a=2$ bohr, $\kappa=1$ per bohr and $b=0.5$. The derivative of $e^{-\kappa|x|}/\kappa$ jumps by $-2$ at the origin. The factor $-\frac12$ turns this into a unit delta function, so $K(x,y)=w(x)e^{-\kappa|x-y|}w(y)/\kappa$.

For $0\le s=x-y<a$, split (5) into $P\le0$ and $P>0$. Two geometric series give
$$K_k=\frac{w(x)w(y)}\kappa\left[\frac{e^{-\kappa s}}{1-e^{-(\kappa+ik)a}}+\frac{e^{\kappa s}e^{-(\kappa-ik)a}}{1-e^{-(\kappa-ik)a}}\right].$$
For $s<0$, use $K_k(x,y)=\overline{K_k(y,x)}$. The kernel is uniformly continuous in $k$, so $\|A\|=\|A(0)\|$.

In the plane waves $e^{i(k+G)x}/\sqrt a$ the inverse operator is diagonal, and multiplication by $w$ has matrix $W$, with 1 on the diagonal and $b/2$ between neighbouring $G$:
$$A(k)=W\,\mathrm{diag}\left[\frac2{(k+G)^2+\kappa^2}\right]W.\tag{6}$$
For $b=0$ this is diagonal, since $A$ then commutes with all translations, and $\|A\|=2/\kappa^2=2$ per hartree. For $b=0.5$ the plane waves mix, and the norm is 2.33745 per hartree at $k=0$. At the zone edge the fibre norm is 0.95578 per hartree.

**Unitarity in numbers.** Let $f$ be a normalized Gaussian packet proportional to $e^{-(x-x_0)^2/(2\sigma^2)+iqx}$, with $x_0=0.3$ bohr, $\sigma=0.6$ bohr and $q=0.7$ per bohr. Expanding the square of (1), with $P$ the difference of the two lattice vectors, gives
$$\|(Zf)(k)\|^2=\sum_Pe^{-ikP}\int\bar f(y)f(y+P)dy=\sum_Pe^{-P^2/(4\sigma^2)}\cos[(k-q)P].$$
The nearest-neighbour factor is $e^{-4/1.44}=0.0622$. At $k=0$ the sum is about $1+2(0.0622)\cos1.4=1.021$, and at the zone edge about 0.979. The computed values are 1.021108 and 0.978836. Individual fibres do not have unit weight; their average over the zone does.

**Fibre action in numbers.** At $k=0.6$ per bohr and $x=0.25$ bohr, applying $A$ on the line and then $Z$ gives $1.6378490+0.2649695i$ bohr$^{-1/2}$ per hartree. Applying $A(k)$ to $Zf$ within the cell gives the same digits. The expectation value $\langle f,Af\rangle$ is 1.32706523 per hartree by either route. Translation by $a/2$ is not a symmetry: applying it to $f$ before or after $A$ changes the result at $x=0.4$ bohr by 0.02055 bohr$^{-1/2}$ per hartree in modulus.

**Why finite stretches approach from below.** Let $\mu_N$ be the norm of $\chi_NA\chi_N$, where $\chi_N$ sets a function to zero outside $N$ neighbouring cells. This cutting cannot raise a norm, so $\mu_N\le\|A\|$. For the opposite estimate, let $u_0\ge0$ be a normalized top eigenfunction of $A(0)$. It exists because (6) is compact and positive; it can be chosen non-negative because $K_0\ge0$. Use the trial function
$$\varphi(x+na)=h_nu_0(x),\qquad h_n=\sqrt{\tfrac2{N+1}}\sin\frac{\pi n}{N+1},\qquad 1\le n\le N.$$
Then $(Z\varphi)(k,x)=\hat h(k)u_0(x)$ on $C$, with $\hat h(k)=\sum_nh_ne^{-ikna}$. Let $\alpha_n=\int_C\int_Cu_0(x)K(x,y+na)u_0(y)\,dx\,dy$. These numbers are non-negative, even in $n$ and exponentially decaying, and
$$\|A\|-\langle u_0,A(k)u_0\rangle=\sum_n\alpha_n(1-\cos nka)\le D(1-\cos ka),\quad D=\sum_nn^2\alpha_n,$$
because $|\sin(n\theta/2)|\le|n||\sin(\theta/2)|$. Averaging with $|\hat h|^2$ replaces $\cos ka$ by $\sum_nh_nh_{n+1}=\cos[\pi/(N+1)]$. Hence
$$0\le\|A\|-\mu_N\le D\left[1-\cos\frac\pi{N+1}\right]\le\frac{\pi^2D}{2(N+1)^2}.$$
From 20 to 40 cells the last bound shrinks by $(41/21)^2=3.81$; the computed gaps shrink by 3.83. The argument bounds the gap and does not fix its leading coefficient, so the closeness of these factors is a numerical observation. The opening norms were computed with 16 polynomials per cell, a further restriction that can only lower them. They refer to $C=[0,a)$, whose edges lie at maxima of $w$. For this cell $D=1.753$ per hartree, so at 40 cells the bound $D[1-\cos(\pi/41)]$ is 0.005144, against a gap of 0.003280. The limit $\|A\|$ does not depend on where the cells begin, but $\mu_N$ and $D$ do. With cells centred on the maxima of $w$, the three norms are 2.2944, 2.3253 and 2.3342 per hartree, the factor is 3.77, and $D=1.238$ per hartree.

**What the eigenvalues mean.** Suppose $A(k)\phi=\mu\phi$ with $\mu>0$. Let $\psi$ be the inverse operator in fibre $k$ applied to $w\phi$. Then $w\psi=\mu\phi$, so $\psi\ne0$, and
$$-\tfrac12\psi''+\tfrac{\kappa^2}2\psi=w\phi=\frac{w^2}\mu\psi.$$
Thus the potential $-w^2/\mu$ has a Bloch state at energy $-\kappa^2/2=-0.5$ hartree. At $k=0.6$ per bohr the two largest eigenvalues, 1.75440 and 0.26081 per hartree, correspond to coupling strengths $1/\mu$ of 0.57000 and 3.83426 hartree.

This can be checked without fibres. The matrix carrying $(\psi,\psi')$ across one cell has determinant one, by conservation of the Wronskian. A Bloch state gives it eigenvalues $e^{\pm ika}$, so half its trace must be $\cos ka=\cos1.2=0.36235775$. Integrating the differential equation gives this value for both couplings.

Conversely, let $\psi$ be a Bloch state at this energy in the potential $-gw^2$ with $g>0$. Then $\psi$ is $g$ times the inverse operator applied to $w^2\psi$, so $\phi=w\psi$ satisfies $A(k)\phi=\phi/g$, and $\phi\ne0$ because $w>0$. Since no fibre has an eigenvalue above 2.33745 per hartree, couplings below $1/2.33745=0.4278$ hartree give no Bloch state at this energy for any $k$. A constant trial function at $k=0$ supports this size: the cell average of $w^2$ is $1+b^2/2=1.125$, so a coupling of $0.5/1.125=0.444$ hartree already brings the lowest energy to $-0.5$ hartree or below. The full set of computed values is in the numerical output.

## Numbers as computed

```
lattice constant a = 2.0 bohr
decay constant kappa = 1.0 1/bohr
weight modulation b = 0.5 (dimensionless)
packet f: centre 0.3 bohr, width 0.6 bohr, momentum 0.7 1/bohr
packet g: centre -0.5 bohr, width 0.8 bohr, momentum 0.0 1/bohr
test wave number k = 0.6 1/bohr
zone edge pi/a = 1.570796 1/bohr
norm squared of f, line = 1.0000000000 (dimensionless)
norm squared of f, zone and cell = 1.0000000000 (dimensionless)
<g,f>, line = 0.67240511+0.00564834j (dimensionless)
<g,f>, zone and cell = 0.67240511+0.00564834j (dimensionless)
fibre norm squared of Zf at k=0 = 1.021108 (dimensionless)
fibre norm squared of Zf at k=-pi/a = 0.978836 (dimensionless)
x = 0.25 bohr: ZAf = 1.6378490+0.2649695j, A(k)Zf = 1.6378490+0.2649695j bohr^(-1/2)/hartree
x = 0.90 bohr: ZAf = 0.4665148+0.2826856j, A(k)Zf = 0.4665148+0.2826856j bohr^(-1/2)/hartree
x = 1.70 bohr: ZAf = 0.7149249+1.3039884j, A(k)Zf = 0.7149249+1.3039884j bohr^(-1/2)/hartree
largest difference of these = 9.3e-14 bohr^(-1/2)/hartree
commutator on f at x=0.4 bohr, shift a = 2.2e-16 bohr^(-1/2)/hartree
commutator on f at x=0.4 bohr, shift a/2 = 0.02055 bohr^(-1/2)/hartree
<f,Af>, line = 1.32706523 1/hartree
<f,Af>, fibres = 1.32706523 1/hartree
norm of A(0) = 2.33745008 1/hartree
norm of A(-pi/a) = 0.95578055 1/hartree
norm shift, 25 to 49 plane waves = 1.3e-15 1/hartree
norm on 10 cells = 2.291683, gap to norm of A(0) = 0.045767 1/hartree
norm on 20 cells = 2.324901, gap to norm of A(0) = 0.012549 1/hartree
norm on 40 cells = 2.334170, gap to norm of A(0) = 0.003280 1/hartree
gap ratio, 20 to 40 cells = 3.8264 (dimensionless)
Bloch-state energy -kappa^2/2 = -0.500 hartree
eigenvalue 1 of A(k) = 1.75439731 1/hartree, coupling = 0.5699963 hartree
  half trace across cell = 0.36235775 (dimensionless)
eigenvalue 2 of A(k) = 0.26080675 1/hartree, coupling = 3.8342566 hartree
  half trace across cell = 0.36235775 (dimensionless)
cos(k a) = 0.36235775 (dimensionless)
sign(k) operator: norm on 400 cells = 1.00000000 (dimensionless)
sum of |coefficients|, |n| < 400 = 4.6230 (dimensionless)
sum of |coefficients|, |n| < 40000 = 7.5548 (dimensionless)
```
